\section*{Optical weight, quantum metric and Chern number in two-dimensional insulators}

In two dimensions a sheet conductivity has the dimension of $e^2/\hbar$. The measure $d\omega/\omega$ has no dimension, so for the absorptive conductivity $\sigma_{aa}$ along direction $a$ the integral
\begin{equation}
W_{aa}=\int_0^\infty \frac{d\omega}{\omega}\,\sigma_{aa}(\omega)
\end{equation}
is a pure number times $e^2/\hbar$. Multiplying the Hamiltonian by a constant stretches the spectrum along the frequency axis and leaves this number unchanged. It can therefore depend on the shape of the wave functions but not on the energy scale. A bound by the Chern number $C$ must involve $|C|$, because a mirror reflection reverses $C$ and keeps $W_{xx}$ and $W_{yy}$.

Geometry also limits what can be claimed. Let all $y$ coordinates be multiplied by $s$ while the matrix elements of the Hamiltonian between orbitals are held fixed. The dipoles along $x$ are unchanged and the area grows by $s$, so $W_{xx}\to W_{xx}/s$. Dipoles along $y$ grow by $s$, which gives $W_{yy}\to sW_{yy}$. The integer $C$ does not change. Hence $W_{xx}$ alone has no lower bound set by $C$. The product $W_{xx}W_{yy}$ can have one, and so can the sum. The bounds derived below are
\begin{equation}
W_{xx}+W_{yy}\ge\frac{|C|}{2},\qquad \sqrt{W_{xx}W_{yy}}\ge\frac{|C|}{4}.
\label{bounds}
\end{equation}

Consider independent electrons at zero temperature, with filled bands $v$ separated by a gap from empty bands $c$. Atomic units are used, with electron charge $-1$; spin is counted in the list of bands. The Bloch Hamiltonian is $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, with the true positions of the orbitals. A uniform field $\mathbf E=-\partial_t\mathbf A$ changes it to $H(\mathbf k+\mathbf A)$. To first order the perturbation is $\mathbf A\cdot\mathbf v$, where $v^a=\partial_aH$ and $\partial_a=\partial/\partial k_a$. With $\tilde{\mathbf A}(\omega)=\int dt\,e^{i\omega t}\mathbf A(t)$ and $\omega_{cv}=E_c-E_v$, the amplitude for excitation by a pulse is
\begin{equation}
a_{cv}=-i\,\tilde{\mathbf A}(\omega_{cv})\cdot\mathbf v_{cv},\qquad
|a_{cv}|^2=\frac{|\tilde{\mathbf E}(\omega_{cv})\cdot\mathbf v_{cv}|^2}{\omega_{cv}^2}.
\end{equation}
The second form uses $\tilde{\mathbf E}=i\omega\tilde{\mathbf A}$, which follows by partial integration. Each excitation costs $\omega_{cv}$, so the absorbed energy per area is
\begin{equation}
U=\int\!\frac{d^2k}{(2\pi)^2}\sum_{vc}\frac{|\tilde{\mathbf E}(\omega_{cv})\cdot\mathbf v_{cv}|^2}{\omega_{cv}} .
\end{equation}
The same energy is $\int dt\,\mathbf j\cdot\mathbf E$. For $\tilde{\mathbf E}=\boldsymbol\epsilon\,\mathcal E(\omega)$ at $\omega>0$, with a unit vector $\boldsymbol\epsilon$ that may be complex, this equals $\pi^{-1}\int_0^\infty d\omega\,\sigma_\epsilon|\mathcal E|^2$, since positive and negative frequencies contribute equally. The spectrum $|\mathcal E|^2$ is arbitrary, and comparison gives
\begin{equation}
\sigma_\epsilon(\omega)=\frac{\pi}{\omega}\int\!\frac{d^2k}{(2\pi)^2}\sum_{vc}|\boldsymbol\epsilon\cdot\mathbf v_{cv}|^2\,\delta(\omega-\omega_{cv}).
\label{kubo}
\end{equation}

The velocities can be replaced by derivatives of the projector on the filled bands, $P=\sum_v|u_v\rangle\langle u_v|$. Since $HP=PH$,
\begin{equation}
(\partial_aH)P+H\,\partial_aP=(\partial_aP)H+P\,\partial_aH .
\end{equation}
Between $\langle u_c|$ and $|u_v\rangle$ the last term vanishes, because $\langle u_c|P=0$. What remains is
\begin{equation}
v^a_{cv}=-\omega_{cv}\langle u_c|\partial_aP|u_v\rangle .
\end{equation}
This form needs no choice of phases and holds where filled bands cross. Inserted in (\ref{kubo}) and divided by $\omega$, it cancels every energy in the frequency integral:
\begin{equation}
W_\epsilon=\pi\int\!\frac{d^2k}{(2\pi)^2}\sum_{vc}\Big|\sum_a\epsilon_a\langle u_c|\partial_aP|u_v\rangle\Big|^2 .
\end{equation}
The gap keeps the lower limit of the integral harmless. The sum over $c$ is a sum over the projector $1-P$. Differentiating $P^2=P$ gives $P\,\partial_aP+(\partial_aP)P=\partial_aP$. Multiplication by $P$ on both sides then yields $P(\partial_aP)P=0$, so $1-P$ may be dropped. With
\begin{equation}
Q_{ab}=\mathrm{Tr}\,[P\,\partial_aP\,\partial_bP]=g_{ab}-\tfrac i2\Omega_{ab}
\end{equation}
the result is
\begin{equation}
W_\epsilon=\pi\int\!\frac{d^2k}{(2\pi)^2}\,\boldsymbol\epsilon^\dagger Q\,\boldsymbol\epsilon,\qquad
W_{aa}=\pi\int\!\frac{d^2k}{(2\pi)^2}\,g_{aa}.
\label{sumrule}
\end{equation}
The matrix $Q$ is Hermitian. Its real symmetric part $g$ is the quantum metric, and its antisymmetric part contains the Berry curvature $\Omega=\Omega_{xy}=-2\,\mathrm{Im}\,Q_{xy}$.

The second relation in (\ref{sumrule}) is the sum rule. It can be read as a count of electrons. A sudden field impulse $\mathbf E=\boldsymbol\kappa\,\delta(t)$ along $a$ leaves the states no time to change, but the Hamiltonian afterwards is $H(\mathbf k-\boldsymbol\kappa)$. Since $P(\mathbf k)\approx P(\mathbf k-\boldsymbol\kappa)+\kappa\,\partial_aP$, the overlap of an old filled state with a new empty one is $\kappa\langle u_c|\partial_aP|u_v\rangle$ to first order. The number excited per area is the sum of the squared overlaps, which equals $\kappa^2W_{aa}/\pi$ to second order in $\kappa$.

The Chern number is defined by $2\pi C=\int_{\rm BZ}d^2k\,\Omega$. To see that it is an integer, choose smooth filled states on the closed parallelogram spanned by the reciprocal vectors $\mathbf G_1$ and $\mathbf G_2$. There $\Omega$ is the curl of $\mathcal A_a=i\sum_v\langle u_v|\partial_au_v\rangle$. Indeed, $i\sum_v(\langle\partial_xu_v|\partial_yu_v\rangle-\langle\partial_yu_v|\partial_xu_v\rangle)$ differs from $-2\,\mathrm{Im}\,Q_{xy}$ only by twice the imaginary part of the trace of a product of two anti-Hermitian matrices, and such a trace is real. The flux is thus the circulation of $\mathcal A$ around the boundary. States on opposite edges are related by $e^{-i\mathbf G_j\cdot\mathbf r}$ and a unitary mixing whose determinant has phase $\theta_j(\mathbf k)$, so $\mathcal A$ differs there by $-\partial\theta_j$. With corners $0,\mathbf G_1,\mathbf G_2$, and $\mathbf G_2$ counterclockwise from $\mathbf G_1$, the circulation is
\begin{equation}
2\pi C=\theta_2(\mathbf G_1)-\theta_2(0)-\theta_1(\mathbf G_2)+\theta_1(0).
\end{equation}
Reaching the fourth corner by either route must give the same states, so $\theta_2(0)+\theta_1(\mathbf G_2)$ and $\theta_1(0)+\theta_2(\mathbf G_1)$ agree up to a multiple of $2\pi$. Hence $C$ is an integer.

Circular polarization connects the two parts of $Q$. For $\boldsymbol\epsilon=(1,is)/\sqrt2$ with $s=\pm1$,
\begin{align}
\boldsymbol\epsilon^\dagger Q\boldsymbol\epsilon
&=\tfrac12\left[Q_{xx}+Q_{yy}+is(Q_{xy}-Q_{yx})\right]\nonumber\\
&=\tfrac12\left[g_{xx}+g_{yy}+s\,\Omega\right],
\end{align}
because $Q_{xy}-Q_{yx}=-i\Omega$. Integration, with $\tfrac{\pi}{2}\cdot2\pi C/(4\pi^2)=C/4$, gives
\begin{equation}
W_s=\tfrac12(W_{xx}+W_{yy})+\tfrac{s}{4}C .
\label{circ}
\end{equation}
The difference $W_+-W_-=C/2$ measures the Chern number. Each $W_s$ is an integral of squared moduli and cannot be negative: a system in its ground state absorbs energy and has none to give. Taking the sign $s$ for which $sC=-|C|$ proves the first bound in (\ref{bounds}).

For the second, the non-negative matrix $Q$ has a non-negative determinant, $g_{xx}g_{yy}-g_{xy}^2-\Omega^2/4\ge0$. Therefore $|\Omega|\le2\sqrt{\det g}\le2\sqrt{g_{xx}g_{yy}}$. The Cauchy--Schwarz inequality over the zone then gives
\begin{equation}
2\pi|C|\le2\int\! d^2k\sqrt{g_{xx}g_{yy}}
\le2\Big[\int\! d^2k\,g_{xx}\int\! d^2k\,g_{yy}\Big]^{1/2}
=8\pi\sqrt{W_{xx}W_{yy}},
\end{equation}
where $\int d^2k\,g_{aa}=4\pi W_{aa}$ was used.

If the crystal has a rotation axis of order three or higher, the symmetric tensor $W_{ab}$ must be isotropic. The rotation turns an eigenvector into another one with the same eigenvalue that is not parallel to it. Two such vectors span the plane, so every direction has this eigenvalue. In that case, with units restored,
\begin{equation}
\int_0^\infty\frac{d\omega}{\omega}\,\sigma_{xx}(\omega)\ \ge\ \frac{|C|}{4}\,\frac{e^2}{\hbar}=\frac{\pi|C|}{2}\,\frac{e^2}{h}.
\label{single}
\end{equation}

Equality in the trace bound requires one circular polarization not to be absorbed at all. Free electrons of mass $m$ in a magnetic field $B$, with $\nu$ filled Landau levels, meet this condition. Bloch's theorem applies with a cell that holds one flux quantum. With ladder operators $a,a^\dagger$ and $\omega_c=B/m$, the velocity is $v_x=\sqrt{\omega_c/2m}\,(a+a^\dagger)$, and $v_y=\pm i\sqrt{\omega_c/2m}\,(a-a^\dagger)$, with a sign set by the direction of the field. The Pauli principle leaves the transition from level $\nu-1$ to level $\nu$, with $|v_x|^2=\nu\omega_c/2m$. Each level holds $B/2\pi$ electrons per area, so
\begin{equation}
W_{xx}=\pi\,\frac{B}{2\pi}\,\frac{\nu\omega_c}{2m}\,\frac1{\omega_c^2}=\frac{\nu}{4}.
\end{equation}
One of the combinations $v_x\pm iv_y$ contains $a$ alone and excites nothing. The other carries the whole weight $\nu/2$, and (\ref{circ}) then gives $|C|=\nu$.

The opposite limit is a closing gap. Near a band edge of Dirac form, $H=v(q_x\tau_x+q_y\tau_y)+m\tau_z$ with Pauli matrices $\tau$, velocity $v$ and mass parameter $m$, now an energy. Let $E^2=v^2q^2+m^2$, and let $\mathbf n$ be the unit vector $(vq_x,vq_y,m)/E$. The filled projector is $P=(1-\mathbf n\cdot\boldsymbol\tau)/2$. Since $\partial_aP$ connects only filled with empty states, $g_{aa}=\tfrac12\mathrm{Tr}(\partial_aP)^2=\tfrac14|\partial_a\mathbf n|^2$. The polar angle of $\mathbf n$ changes with $q$ at the rate $vm/E^2$, and its azimuthal part contributes $v/E$, so
\begin{equation}
\mathrm{tr}\,g=\frac14\left(\frac{v^2m^2}{E^4}+\frac{v^2}{E^2}\right).
\end{equation}
Integrated up to $vq=\Lambda\gg|m|$, this contributes $\tfrac1{16}\ln(\Lambda/|m|)+\tfrac1{32}$ to $W_{xx}$. The weight grows without limit as the gap closes while $C$ stays fixed, so the bound is not tight close to such a transition. The growth is slow: with the rest of the band structure unchanged and the gap already small, a tenfold smaller gap adds only about $\tfrac1{16}\ln10\approx0.14$ to $W_{xx}$.

A spinless Haldane model on the honeycomb lattice gives numbers. Its lattice constant is $5$ \AA, the nearest hopping is $t=1$ eV, the second-neighbour hopping is $t_2=0.1$ eV with phase $\pi/2$, and the two sublattices have energies $\pm M$ with $M=0.2$ eV. At the two zone corners the nearest-neighbour term vanishes and the Dirac masses are $M\mp3\sqrt3\,t_2$, or $-0.320$ and $0.720$ eV. The smaller one sets the optical gap, $2\times0.320=0.64$ eV. The velocity is $v=\sqrt3\,(5\,\text{\AA})\,t/2=4.33$ eV\,\AA, so at that corner $\mathrm{tr}\,g=v^2/2m^2=91.8$ \AA$^2$. The curvature there has the same magnitude, and that point absorbs one circular polarization only.

Diagonalizing $H(\mathbf k)$ on a $120\times120$ mesh and summing over transitions gives $W_{xx}=W_{yy}=0.3025$ in units of $e^2/\hbar$. Berry fluxes obtained from overlaps of neighbouring states add up to $C=1$. The weight is $7.36\times10^{-5}$ S, against a bound of $6.09\times10^{-5}$ S, a ratio of $1.21$. The circular weights are $W_+=0.5525$ and $W_-=0.0525$. Their difference is $C/2$, and by (\ref{circ}) the excess $0.3025-0.25$ is $W_-$ itself: the distance from the bound is the absorption of the weaker polarization.

Stretching this lattice fourfold along $y$ at fixed hoppings gives $W_{xx}=0.0756$, well below $1/4$, and $W_{yy}=1.210$. The root of their product stays at $0.3025$. Raising $M$ to $1$ eV in the unstretched lattice, with the other parameters held fixed, gives $C=0$ and $W_{xx}=0.170$. This weight lies below $1/4$, but a trivial insulator can also exceed that value, because the logarithm found for a closing gap is the same on both sides of the transition. The inference therefore runs one way. In an isotropic insulator $W_{xx}<1/4$ excludes a non-zero Chern number, while a larger weight does not establish one. With several filled bands the statement is the same: a square lattice with one fifth of a flux quantum per plaquette and two of its five bands filled has $C=2$ and, on an $80\times80$ mesh, $W_{xx}=0.642$ against a bound of $0.5$.

For a free-standing sheet in vacuum at normal incidence, the absorbed fraction of the light is $\sigma_{xx}/(\varepsilon_0c)$ to leading order. With $\alpha$ the fine-structure constant, its integral over $d\omega/\omega$ is $4\pi\alpha W_{xx}$, here $2.77\%$, and the bound is $\pi\alpha|C|=2.29\%$. The sheet also weakens the field acting on it, which lowers the absorbed fraction by a relative amount of order $\sigma_{xx}/(\varepsilon_0c)$. The conductivity of the model has a logarithmic singularity near $2.06$ eV, where the transition energy has a saddle point, so its peak height depends on the frequency resolution. Averaged over $0.036$ eV the peak is about $0.7\,e^2/\hbar$ and the correction between $6$ and $7\%$; averaged over $0.012$ eV they are about $0.85\,e^2/\hbar$ and $8\%$. These percentages are $\sigma_{xx}/(\varepsilon_0c)$ itself. Each circular component is weakened according to its own conductivity, so to leading order the circular dichroism can at most double them; at this peak of the model the full correction is about $1.4$ times the quoted values. A finite spectral range also loses weight: in the model $3.9\%$ of $W_{xx}$ lies above $3$ eV. A weight below $1/4$ found in a limited range therefore does not exclude a Chern number: in the model with $C=1$, the part of $W_{xx}$ below $2.2$ eV is still less than $1/4$.

The gap of $0.64$ eV is a choice made for the model, and a real gap may be much smaller. A common factor in all energies does not change $W$, but it changes the role of temperature. At $300$ K, with the chemical potential at midgap, thermal occupation lowers the interband weight of the model by a fraction $3\times10^{-7}$. If all energies are scaled down to a gap of $20$ meV, the same fraction applies at about $9.4$ K; at room temperature such a system is no longer an insulator in the sense used here. Thermal carriers and disorder also break the assumption of a clean gap. Any conductivity that survives at $\omega\to0$ makes the integral diverge logarithmically, so the interband part then has to be separated from the rest before any comparison. The bound was derived for completely filled and empty bands, and holds for that part only as far as this remains a good approximation. Electron--hole attraction, local fields and dipoles inside the orbitals are absent from the model, and its numbers do not show how far these would move $W$.

All numerical values are calculated from the stated model.
